**Surface-plasmon splitting of a free Drude film**

In the electrostatic limit, a film of thickness $d$ and bulk plasmon energy $E_p$ has surface modes $E_\mp^2=E_p^2(1\mp e^{-qd})/2$ at in-plane wavenumber $q$; the minus sign belongs to the mode with even potential. The program asserts that a finite-element solution of Gauss's law has two surface modes with these energies and parities, and that their splitting has the derived local decay rate. It also asserts the damped poles and the two-term response against the multiple-reflection formula for a slab. The retarded modes and the modes with electron pressure are tested by propagating the field equations with matrix exponentials, and the oxide shift by finite elements. For $E_p=15$ eV and $q=0.2$ nm⁻¹ the output shows the splitting falling from 3.97 eV at 5 nm to 0.194 eV at 20 nm. At 5 nm, retardation lowers the splitting to 3.87 eV, hard-wall electron pressure raises it to 4.05 eV, and 3 nm of oxide on each face raises it to 4.31 eV. Each of these three corrections is applied separately to the clean, lossless film.

## Numerical check

```python
# Result under test: a free Drude film of thickness d in vacuum has, at in-plane
# wavenumber q (electrostatic limit), two surface plasmons with energies
#   E_sym^2  = Ep^2 (1 - exp(-q d)) / 2   (potential even about the midplane)
#   E_anti^2 = Ep^2 (1 + exp(-q d)) / 2   (potential odd about the midplane)
# and their splitting decays as exp(-q d) once q d exceeds about one.
# Ep: bulk plasmon energy, Es = Ep/sqrt(2), G: Drude damping energy.
# Energies are in eV, lengths in nm, wavenumbers in 1/nm.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

Ep, G, q, d_main = 15.0, 1.0, 0.2, 5.0
t_ox, eps_ox = 3.0, 3.0
beam_keV, half_angle = 200.0, 10e-6
Es = Ep / np.sqrt(2)
hbar_c = const.hbar * const.c / const.e * 1e9


def film_modes(d, wavenumber=q):
    x = np.exp(-wavenumber * d)
    return Es * np.sqrt(1 - x), Es * np.sqrt(1 + x)


def splitting(d):
    low, high = film_modes(d)
    return high - low


def fem_modes(d, t=0.0, eps_coat=1.0):
    """Finite elements for div(eps grad phi) = 0; eigenvalue is (E/Ep)^2."""
    outer = 12 / q * np.linspace(0, 1, 121)[1:] ** 2
    right = d / 2 + t + outer
    if t > 0:
        right = np.concatenate([d / 2 + np.linspace(0, t, 31)[1:], right])
    z = np.concatenate([-right[::-1], np.linspace(-d / 2, d / 2, 61), right])
    n = len(z)
    total, metal = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n - 1):
        h, mid = z[i + 1] - z[i], abs(z[i] + z[i + 1]) / 2
        diag, off = 1 / h + q**2 * h / 3, -1 / h + q**2 * h / 6
        block = np.array([[diag, off], [off, diag]])
        in_metal = mid < d / 2
        in_coat = (not in_metal) and mid < d / 2 + t
        total[i:i + 2, i:i + 2] += (eps_coat if in_coat else 1.0) * block
        if in_metal:
            metal[i:i + 2, i:i + 2] += block
    lam, vec = eigh(metal[1:-1, 1:-1], total[1:-1, 1:-1])
    chosen = np.where((lam > 1e-6) & (lam < 1 - 1e-6))[0]
    assert len(chosen) == 2  # exactly two surface modes
    parity = [vec[:, k] @ vec[::-1, k] / (vec[:, k] @ vec[:, k]) for k in chosen]
    return Ep * np.sqrt(lam[chosen]), parity


# Mode energies, parities and splitting against the finite-element solution
thicknesses = [2.5, 5.0, 10.0, 15.0, 20.0]
fem_split = {}
for d in thicknesses:
    energies, parity = fem_modes(d)
    assert np.allclose(energies, film_modes(d), rtol=5e-4)
    assert parity[0] > 0.999 and parity[1] < -0.999
    fem_split[d] = energies[1] - energies[0]
    assert abs(fem_split[d] / splitting(d) - 1) < 2e-3

# Thin-film limits
thin = 0.05
thin_fem, _ = fem_modes(thin)
assert abs(thin_fem[0] / (Ep * np.sqrt(q * thin / 2)) - 1) < 5e-3
assert abs(thin_fem[1] / Ep - 1) < 5e-3

# Expansion, bounds and local decay rate of the splitting
X = sp.symbols('X')
series = sp.series(sp.sqrt(1 + X) - sp.sqrt(1 - X), X, 0, 5).removeO()
assert sp.expand(series - X - X**3 / 8) == 0
for d in np.linspace(0.01, 40, 200):
    ratio = splitting(d) / (Es * np.exp(-q * d))
    assert 1 - 1e-9 <= ratio <= np.sqrt(2) + 1e-9


def decay_rate(d):
    return q / 2 * (1 + 1 / np.sqrt(1 - np.exp(-2 * q * d)))


step = 0.2
for d in (2.5, 5.0, 15.0):
    before, after = fem_modes(d - step)[0], fem_modes(d + step)[0]
    slope = np.log(np.diff(before)[0] / np.diff(after)[0]) / (2 * step)
    assert abs(slope / decay_rate(d) - 1) < 5e-3


# Damping: response of the slab summed over multiple internal reflections
def slab_response(E, d):
    eps = 1 - Ep**2 / (E * (E + 1j * G))
    r = (eps - 1) / (eps + 1)
    y = np.exp(-2 * q * d)
    return r * (1 - y) / (1 - r**2 * y)


grid = np.linspace(6, 14, 8001)


def peaks(d):
    loss = slab_response(grid, d).imag
    inside = (loss[1:-1] > loss[:-2]) & (loss[1:-1] > loss[2:])
    return grid[1:-1][inside]


low, high = film_modes(d_main)
x_main = np.exp(-q * d_main)
fractions = sum(1 / (E0**2 - grid**2 - 1j * G * grid) for E0 in (low, high))
fractions = fractions * (1 - x_main**2) * Es**2 / 2
assert np.allclose(fractions, slab_response(grid, d_main), rtol=1e-9)
for E0 in (low, high):
    pole = np.sqrt(E0**2 - G**2 / 4) - 0.5j * G
    eps_pole = 1 - Ep**2 / (pole * (pole + 1j * G))
    r_pole = (eps_pole - 1) / (eps_pole + 1)
    assert abs(1 - r_pole**2 * x_main**2) < 1e-9
loss_peaks = peaks(d_main)
assert len(loss_peaks) == 2
assert np.allclose(loss_peaks, [low, high], atol=0.05)
d_two, d_one = 5.0, 30.0
assert len(peaks(d_one)) == 1
for _ in range(25):
    middle = (d_two + d_one) / 2
    if len(peaks(middle)) == 2:
        d_two = middle
    else:
        d_one = middle
d_merge_estimate = np.log(np.sqrt(3) * Es / G) / q
# the estimate ignores the unequal peak heights, hence the loose tolerance
assert q * abs(d_two - d_merge_estimate) < 0.3


# Retardation: full Maxwell modes of the film
def decay_constants(E):
    eps = 1 - Ep**2 / E**2
    k_out = np.sqrt(q**2 - (E / hbar_c) ** 2)
    return eps, k_out, np.sqrt(q**2 - eps * (E / hbar_c) ** 2)


def retarded_modes(d):
    def mismatch(E, power):
        eps, k_out, k_in = decay_constants(E)
        return eps * k_out + k_in * np.tanh(k_in * d / 2) ** power
    return [brentq(mismatch, 1, 0.9999 * Ep, args=(s,), xtol=1e-12)
            for s in (-1, 1)]


ret = retarded_modes(d_main)
for E in ret:
    eps, k_out, k_in = decay_constants(E)
    propagate = expm(np.array([[0, eps], [k_in**2 / eps, 0]]) * d_main)
    H, F = propagate @ np.array([1.0, k_out])
    assert abs(F + k_out * H) / (abs(F) + k_out * abs(H)) < 1e-8


def single_surface(E):
    eps, k_out, k_in = decay_constants(E)
    return eps * k_out + k_in


E_single = brentq(single_surface, 1, 0.9999 * Ep, xtol=1e-12)
ret_rate = decay_constants(E_single)[2]
split_25, split_35 = [np.diff(retarded_modes(d))[0] for d in (25.0, 35.0)]
assert abs(np.log(split_25 / split_35) / 10 / ret_rate - 1) < 2e-3

# Electron pressure (hydrodynamic model, hard wall)
omega_p = Ep * const.e / const.hbar
density = const.epsilon_0 * const.m_e * omega_p**2 / const.e**2
v_fermi = const.hbar * (3 * np.pi**2 * density) ** (1 / 3) / const.m_e
B = const.hbar * np.sqrt(0.6) * v_fermi / const.e * 1e9
half = d_main / 2


def pressure_mode(E_local, power):
    def mismatch(E):
        p = np.sqrt(q**2 + (Ep**2 - E**2) / B**2)
        return E**2 - E_local**2 * (1 + q / (p * np.tanh(p * half) ** power))
    return brentq(mismatch, 1, 14.5)


def pressure_determinant(E, odd):
    p2 = q**2 + (Ep**2 - E**2) / B**2
    M = np.array([[0, 1, 0, 0], [q**2, 0, Ep**2, 0],
                  [0, 0, 0, 1], [0, 0, p2, 0]])
    U = expm(M * half)
    a, c = U[:, odd], U[:, 2 + odd]
    wall = [s[1] - B**2 * s[3] for s in (a, c)]
    outside = [s[1] + q * s[0] for s in (a, c)]
    return wall[0] * outside[1] - wall[1] * outside[0]


hydro = [pressure_mode(low, 1), pressure_mode(high, -1)]
for odd, E in enumerate(hydro):
    below = pressure_determinant(E * (1 - 1e-4), odd)
    above = pressure_determinant(E * (1 + 1e-4), odd)
    assert below * above < 0

# Oxide on both faces
tanh_ox, tanh_film = np.tanh(q * t_ox), np.tanh(q * half)
Y = eps_ox * (1 + eps_ox * tanh_ox) / (eps_ox + tanh_ox)
oxide = [Ep / np.sqrt(1 + Y / tanh_film), Ep / np.sqrt(1 + Y * tanh_film)]
assert np.allclose(oxide, fem_modes(d_main, t_ox, eps_ox)[0], rtol=5e-4)

# Beam geometry and angular acceptance
rest = const.m_e * const.c**2 / const.e
kinetic = beam_keV * 1e3
k_beam = np.sqrt(kinetic**2 + 2 * kinetic * rest) / hbar_c
dq = k_beam * half_angle
q_minus, q_plus = film_modes(d_main, q - dq), film_modes(d_main, q + dq)
spread = [abs(b - a) / 2 for a, b in zip(q_minus, q_plus)]

print(f"bulk plasmon energy (rough input): {Ep:.1f} eV")
print(f"Drude damping energy (rough input): {G:.1f} eV")
print(f"in-plane wavenumber q: {q:.2f} 1/nm")
print(f"single-surface plasmon energy Es: {Es:.3f} eV")
print(f"decay length 1/q: {1 / q:.2f} nm")
print("d (nm) | exp(-qd) | E_sym | E_anti | splitting | Es*exp(-qd) | "
      "finite-element splitting (eV)")
for d in thicknesses:
    a, b = film_modes(d)
    x = np.exp(-q * d)
    print(f"{d:5.1f} | {x:.5f} | {a:.3f} | {b:.3f} | {b - a:.4f} | "
          f"{Es * x:.4f} | {fem_split[d]:.4f}")
for d in (2.5, 5.0, 15.0):
    print(f"local decay rate of splitting at {d:.1f} nm: {decay_rate(d):.4f} 1/nm")
print(f"main case thickness: {d_main:.1f} nm")
print(f"damped loss peaks: {loss_peaks[0]:.3f} and {loss_peaks[1]:.3f} eV")
print(f"doublet merges, estimate: {d_merge_estimate:.2f} nm")
print(f"doublet merges, from computed spectrum: {d_two:.2f} nm")
print(f"light wavenumber at Es: {Es / hbar_c:.4f} 1/nm")
print(f"retarded modes: {ret[0]:.3f} and {ret[1]:.3f} eV")
print(f"retarded splitting: {ret[1] - ret[0]:.3f} eV")
print(f"retarded single-surface plasmon: {E_single:.3f} eV")
print(f"retarded thick-film decay rate: {ret_rate:.4f} 1/nm")
print(f"Fermi velocity from Ep: {v_fermi:.3e} m/s")
print(f"hbar*beta of electron pressure: {B:.3f} eV nm")
print(f"modes with electron pressure: {hydro[0]:.3f} and {hydro[1]:.3f} eV")
print(f"splitting with electron pressure: {hydro[1] - hydro[0]:.3f} eV")
print(f"oxide per face (rough input): {t_ox:.1f} nm, permittivity {eps_ox:.1f}")
print(f"effective outer permittivity with oxide: {Y:.3f}")
print(f"modes with oxide: {oxide[0]:.3f} and {oxide[1]:.3f} eV")
print(f"splitting with oxide: {oxide[1] - oxide[0]:.3f} eV")
print(f"beam energy: {beam_keV:.0f} keV, beam wavenumber: {k_beam:.1f} 1/nm")
print(f"scattering angle for q: {q / k_beam * 1e6:.1f} microrad")
print(f"angular half-spread: {half_angle * 1e6:.0f} microrad, in q: {dq:.4f} 1/nm")
print(f"resulting energy half-spread, E_sym: {spread[0]:.3f} eV")
print(f"resulting energy half-spread, E_anti: {spread[1]:.3f} eV")
print("every check passed")
```

Output:

```
bulk plasmon energy (rough input): 15.0 eV
Drude damping energy (rough input): 1.0 eV
in-plane wavenumber q: 0.20 1/nm
single-surface plasmon energy Es: 10.607 eV
decay length 1/q: 5.00 nm
d (nm) | exp(-qd) | E_sym | E_anti | splitting | Es*exp(-qd) | finite-element splitting (eV)
  2.5 | 0.60653 | 6.653 | 13.444 | 6.7905 | 6.4332 | 6.7906
  5.0 | 0.36788 | 8.433 | 12.405 | 3.9722 | 3.9020 | 3.9722
 10.0 | 0.13534 | 9.863 | 11.302 | 1.4388 | 1.4354 | 1.4386
 15.0 | 0.04979 | 10.339 | 10.867 | 0.5282 | 0.5281 | 0.5281
 20.0 | 0.01832 | 10.509 | 10.703 | 0.1943 | 0.1943 | 0.1941
local decay rate of splitting at 2.5 nm: 0.2258 1/nm
local decay rate of splitting at 5.0 nm: 0.2075 1/nm
local decay rate of splitting at 15.0 nm: 0.2001 1/nm
main case thickness: 5.0 nm
damped loss peaks: 8.419 and 12.394 eV
doublet merges, estimate: 14.55 nm
doublet merges, from computed spectrum: 14.08 nm
light wavenumber at Es: 0.0538 1/nm
retarded modes: 8.346 and 12.216 eV
retarded splitting: 3.870 eV
retarded single-surface plasmon: 10.414 eV
retarded thick-film decay rate: 0.2073 1/nm
Fermi velocity from Ep: 1.957e+06 m/s
hbar*beta of electron pressure: 0.998 eV nm
modes with electron pressure: 8.501 and 12.555 eV
splitting with electron pressure: 4.054 eV
oxide per face (rough input): 3.0 nm, permittivity 3.0
effective outer permittivity with oxide: 2.215
modes with oxide: 6.232 and 10.545 eV
splitting with oxide: 4.313 eV
beam energy: 200 keV, beam wavenumber: 2505.3 1/nm
scattering angle for q: 79.8 microrad
angular half-spread: 10 microrad, in q: 0.0251 1/nm
resulting energy half-spread, E_sym: 0.309 eV
resulting energy half-spread, E_anti: 0.209 eV
every check passed
```
